# The transcorrelated Hamiltonian of Hooke's atom and its ground-state eigenfunctions

## Question

Hooke's atom consists of two electrons that repel each other by the Coulomb force and are bound by a harmonic well instead of a nucleus. In hartree atomic units, with positions $\mathbf r_1,\mathbf r_2$ measured from the centre of the well,

$$H=H_0+\frac1u,\qquad H_0=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2+\tfrac12 k r_i^2\right),\qquad u=|\mathbf r_1-\mathbf r_2| .$$

The frequency of the well is $\omega=\sqrt k$. For a real function $\tau(u)$, the transcorrelated Hamiltonian is

$$\bar H=e^{-\tau}He^{\tau}.$$

Parts (a) and (b) hold for any $k>0$. Part (c) selects a value of $k$, which is used from there on.

## (a) The transformed operator

**Derive $\bar H$ as a differential operator for a general $\tau(u)$.**

*Answer.* Let $\bar H$ act on an arbitrary smooth function $F(\mathbf r_1,\mathbf r_2)$. The product rule gives

$$\nabla_i(e^\tau F)=e^\tau(\nabla_iF+F\,\nabla_i\tau).$$

Taking the divergence, and differentiating the prefactor $e^\tau$ once more,

$$\nabla_i^2(e^\tau F)=e^\tau\left[\nabla_i^2F+2\nabla_i\tau\cdot\nabla_iF+F\,\nabla_i^2\tau+F\,|\nabla_i\tau|^2\right].$$

The factor 2 arises because $\nabla_i\tau\cdot\nabla_iF$ appears once from differentiating $e^\tau$ in front of $\nabla_iF$ and once from differentiating $F$ in $F\nabla_i\tau$. Multiplying by $-\tfrac12e^{-\tau}$ and summing over the electrons gives the kinetic part. The potentials are multiplicative, commute with $e^\tau$, and are unchanged. Hence

$$\bar H=H-\sum_{i=1}^{2}\left[\tfrac12\nabla_i^2\tau+\nabla_i\tau\cdot\nabla_i+\tfrac12|\nabla_i\tau|^2\right].\tag{1}$$

The middle term makes $\bar H$ non-Hermitian. With more than two electrons and $\tau$ a sum over pairs, $|\nabla_i\tau|^2$ would also contain products of two different pair terms sharing electron $i$, which are three-electron operators. Here there is one pair and no such term.

## (b) A particular correlation factor

**Take $\tau=\ln(1+u/2)$. Reduce $\bar H$ to its simplest form and state what happens to the Coulomb singularity.**

*Answer.* Let $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$. Then $\nabla_1u=\hat{\mathbf u}$ and $\nabla_2u=-\hat{\mathbf u}$, so with primes for derivatives in $u$,

$$\nabla_1\tau=\tau'\hat{\mathbf u},\qquad \nabla_2\tau=-\tau'\hat{\mathbf u}.$$

The divergence of $\hat{\mathbf u}=\mathbf u/u$ in three dimensions is $3/u-\mathbf u\cdot\mathbf u/u^3=2/u$. Therefore $\nabla_i^2\tau=\tau''+2\tau'/u$ for each electron; the two minus signs cancel for electron 2. The two halves in (1) add to one:

$$\sum_i\tfrac12\nabla_i^2\tau=\tau''+\frac{2\tau'}u,\qquad \sum_i\tfrac12|\nabla_i\tau|^2=\tau'^2,\qquad \sum_i\nabla_i\tau\cdot\nabla_i=\tau'\,\hat{\mathbf u}\cdot(\nabla_1-\nabla_2).$$

For the given function,

$$\tau'=\frac{1/2}{1+u/2}=\frac1{u+2},\qquad \tau''=-\frac1{(u+2)^2},$$

so that $\tau''+\tau'^2=0$. This reflects the fact that $e^\tau$ is linear in $u$, since $(e^\tau)''=e^\tau(\tau''+\tau'^2)$. What remains of the scalar terms is $2\tau'/u$, to be subtracted from the repulsion:

$$\frac1u-\frac2{u(u+2)}=\frac{(u+2)-2}{u(u+2)}=\frac1{u+2}.$$

The result is

$$\bar H=H_0+\frac1{u+2}-\frac1{u+2}\,\hat{\mathbf u}\cdot(\nabla_1-\nabla_2).\tag{2}$$

The singular $1/u$ has been replaced by a repulsion that equals $1/2$ at contact. For a general $\tau$, the singular part of the scalar terms is $[1-2\tau'(0)]/u$, so the cancellation requires $\tau'(0)=1/2$, the electron–electron cusp value for a pair whose spatial function is finite at contact, as in a singlet. On a function $F$ that vanishes linearly at contact, such as the spatial part of a triplet, the gradient term adds $-2\tau'(0)/u$ to $\bar HF/F$. The singular part of that ratio is then $[1-4\tau'(0)]/u$, which vanishes for $\tau'(0)=1/4$ and equals $-1/u$ for the present $\tau$. The gradient term has a bounded coefficient, although the direction $\hat{\mathbf u}$ is undefined at $u=0$.

## (c) A product of two Gaussians

**Let both electrons occupy the lowest orbital of the well, $\Phi=e^{-\omega r_1^2/2}\,e^{-\omega r_2^2/2}$. Compute $\bar H\Phi/\Phi$ and find every $k$ for which $\Phi$ is an eigenfunction of (2). Give the eigenvalue.**

*Answer.* From $\nabla_i\Phi=-\omega\mathbf r_i\Phi$ and $\nabla_i\cdot\mathbf r_i=3$,

$$\nabla_i^2\Phi=(\omega^2r_i^2-3\omega)\Phi .$$

Since $k=\omega^2$, the quadratic terms cancel the well and each electron contributes $3\omega/2$, so $H_0\Phi=3\omega\Phi$. For the gradient term,

$$\hat{\mathbf u}\cdot(\nabla_1-\nabla_2)\Phi=-\omega\,\hat{\mathbf u}\cdot(\mathbf r_1-\mathbf r_2)\Phi=-\omega u\,\Phi .$$

This enters (2) with a minus sign and so contributes positively:

$$\frac{\bar H\Phi}{\Phi}=3\omega+\frac{1+\omega u}{u+2}.\tag{3}$$

An eigenfunction requires this ratio to be constant. Its derivative is

$$\frac{d}{du}\,\frac{1+\omega u}{u+2}=\frac{\omega(u+2)-(1+\omega u)}{(u+2)^2}=\frac{2\omega-1}{(u+2)^2},$$

which vanishes if and only if $\omega=1/2$. Hence $k=1/4$, and

$$\Phi=e^{-r_1^2/4}\,e^{-r_2^2/4},\qquad \bar H\Phi=\left(\frac32+\frac{1+u/2}{u+2}\right)\Phi=\left(\frac32+\frac12\right)\Phi=2\,\Phi .$$

The eigenvalue is 2 hartree, or 54.42 eV. The smoothed repulsion $1/(u+2)$ decreases with distance, the gradient contribution $\tfrac12u/(u+2)$ increases, and at this frequency their sum is $1/2$ at every distance.

For other force constants the ratio runs from $3\omega+\tfrac12$ at contact to $4\omega$ at large separation. With $k=1$ these limits are 3.5 and 4 hartree; the computed ratio is 3.555 hartree at $u=0.245$ bohr and 3.796 hartree at $u=2.902$ bohr.

## (d) Which state is it?

**Set $k=1/4$ and $J=e^\tau=1+u/2$. Show that $\Psi=J\Phi$ is the ground state of the original Hamiltonian $H$.**

*Answer.* Multiplying $\bar H\Phi=2\Phi$ from the left by $e^\tau$ gives $H(J\Phi)=2J\Phi$ for $u>0$. The point $u=0$ needs a check, because $J$ has a kink there and a Laplacian might produce a delta function. The gradient of $\Psi$ is bounded, so its flux through a sphere of radius $\varepsilon$ around $u=0$ is of order $\varepsilon^2$ and vanishes as $\varepsilon\to0$. There is no delta function, and the equation holds throughout space. $\Psi$ is normalizable, being a Gaussian times a factor that grows linearly.

To show that no state lies lower, write a trial function as $\psi=\Psi F$, which is possible because $\Psi>0$ everywhere. Using $(H-2)\Psi=0$,

$$(H-2)(\Psi F)=-\tfrac12\sum_i\left(2\nabla_i\Psi\cdot\nabla_iF+\Psi\nabla_i^2F\right)=-\frac1{2\Psi}\sum_i\nabla_i\cdot\left(\Psi^2\nabla_iF\right).$$

Multiply by $\psi^*=\Psi F^*$ and integrate by parts. For $\psi$ that vanishes outside a bounded region there is no surface term, and

$$\langle\psi|H-2|\psi\rangle=\tfrac12\int\Psi^2\sum_i|\nabla_iF|^2\,d^3r_1\,d^3r_2\ \ge 0 .$$

Every function of finite energy is a limit of such functions, so 2 hartree is the lowest energy. It is reached when $F$ is constant, that is, for $\psi\propto\Psi$. Since $\Psi$ is symmetric under exchange of the electrons, it is combined with the antisymmetric spin function: the ground state is a singlet.

## (e) The left eigenfunction

**Find the left eigenfunction of $\bar H$ that belongs to the same eigenvalue. Is it also a product of orbitals?**

*Answer.* A left eigenfunction $\chi$ of $\bar H$ is an eigenfunction of the adjoint. As $\tau$ is real and $H$ Hermitian, $\bar H^\dagger=e^{\tau}He^{-\tau}$. Choose $\chi=J^2\Phi$:

$$\bar H^\dagger(J^2\Phi)=J\,H\,J^{-1}J^2\Phi=J\,H(J\Phi)=2J^2\Phi .$$

Suppose $\chi=f(\mathbf r_1)g(\mathbf r_2)$. Then for any two points $\mathbf a\neq\mathbf b$

$$\chi(\mathbf a,\mathbf a)\,\chi(\mathbf b,\mathbf b)=\chi(\mathbf a,\mathbf b)\,\chi(\mathbf b,\mathbf a).$$

The Gaussian factors are the same on both sides and cancel. The factors $J^2$ give 1 on the left and $(1+|\mathbf a-\mathbf b|/2)^4>1$ on the right, a contradiction. The left eigenfunction is therefore not a product. The transformation has moved the correlation out of the right eigenfunction and into the left one.

Nor is $\Phi$ itself a left eigenfunction. Changing $\tau$ to $-\tau$ in (1) reverses the sign of the Laplacian and gradient terms but not of the squared term, so that

$$\frac{\bar H^\dagger\Phi}{\Phi}=\frac32+\frac1u+\frac2{u(u+2)}-\frac2{(u+2)^2}-\frac{u}{2(u+2)} .$$

Here the terms $\tau''$ and $-\tau'^2$ add to $-2/(u+2)^2$ instead of cancelling. Near contact the ratio behaves as $2/u$: the adjoint doubles the singularity that $\bar H$ removes. The computed values are 8.77 hartree at $u=0.245$ bohr and 1.70 hartree at $u=2.5$ bohr.

## (f) Numbers for the bare and transformed operators

**Place the electrons at $(1,\,0.5,\,0)$ and $(-0.5,\,0.5,\,2)$ bohr and evaluate $\bar H\Phi/\Phi$ term by term, together with $H\Phi/\Phi$. Then find the mean and the standard deviation of $H\Phi/\Phi$ over the density $\Phi^2$, and the normalized overlap of $\Phi$ with $\Psi$.**

*Answer.* The separation vector is $(1.5,\,0,\,-2)$ bohr, so $u=\sqrt{2.25+4}=2.5$ bohr. In hartree,

$$\frac{\bar H\Phi}{\Phi}=1.5+\frac1{4.5}+\frac{1.25}{4.5}=1.5+0.2222+0.2778=2.0000,$$

$$\frac{H\Phi}{\Phi}=1.5+\frac1{2.5}=1.9000 .$$

For the averages, introduce $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf u=\mathbf r_1-\mathbf r_2$. Then $r_1^2+r_2^2=2R^2+u^2/2$, and

$$\Phi^2=e^{-(r_1^2+r_2^2)/2}=e^{-R^2}e^{-u^2/4}.$$

The $\mathbf R$ integral cancels from every average, leaving the radial weight $u^2e^{-u^2/4}$. With $I_n=\int_0^\infty u^ne^{-u^2/4}du$, the Gaussian integrals are

$$I_0=\sqrt\pi,\quad I_1=2,\quad I_2=2\sqrt\pi,\quad I_3=8,\quad I_4=12\sqrt\pi .$$

Therefore

$$\left\langle\frac1u\right\rangle=\frac{I_1}{I_2}=\frac1{\sqrt\pi}=0.5642,\qquad \left\langle\frac1{u^2}\right\rangle=\frac{I_0}{I_2}=\frac12 .$$

The mean of $H\Phi/\Phi$ is $1.5+0.5642=2.0642$ hartree, which lies 0.0642 hartree, or 3.2% of the exact energy, above the exact value. The standard deviation is $\sqrt{1/2-1/\pi}=0.4263$ hartree. For $\bar H\Phi/\Phi$ the standard deviation is zero, because the ratio is constant; the means of its two interaction terms are 0.2470 and 0.2530 hartree, with sum 0.5.

For the overlap, $\langle u\rangle=I_3/I_2=4/\sqrt\pi$ and $\langle u^2\rangle=I_4/I_2=6$, so

$$\frac{\langle J\rangle}{\sqrt{\langle J^2\rangle}}=\frac{1+\tfrac12\langle u\rangle}{\sqrt{1+\langle u\rangle+\tfrac14\langle u^2\rangle}}=\frac{1+2/\sqrt\pi}{\sqrt{5/2+4/\sqrt\pi}}=0.9759 .$$

Thus $\Phi$ gives the exact eigenvalue of $\bar H$ without being the physical wavefunction. Physical expectation values must be taken with $\Psi=J\Phi$. Equivalently, since $\chi=J^2\Phi$, $\langle\Psi|O|\Psi\rangle/\langle\Psi|\Psi\rangle=\langle\chi|J^{-1}OJ|\Phi\rangle/\langle\chi|\Phi\rangle$: the left and right eigenfunctions are used together with the transformed operator $e^{-\tau}Oe^{\tau}$, which equals $O$ when $O$ commutes with $\tau(u)$. Functions of the positions do, and so do the total momentum and the total orbital angular momentum, since $u$ is unchanged by a joint translation or rotation of both electrons. The kinetic energy does not: its transformed form carries the extra terms in (1).

## (g) Diagonalization in a finite basis

**Separate off the centre of mass and represent the relative s-wave problem in the oscillator functions $\varphi_0,\dots,\varphi_{N-1}$ of the well. How does the ground-state energy depend on $N$ for $H$ and for $\bar H$? Does the first excited s state behave in the same way?**

*Answer.* From $\nabla_1=\tfrac12\nabla_R+\nabla_u$ and $\nabla_2=\tfrac12\nabla_R-\nabla_u$ it follows that $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_u^2$. With $k=1/4$,

$$H=\left(-\tfrac14\nabla_R^2+\tfrac14R^2\right)+\left(-\nabla_u^2+\tfrac1{16}u^2+\frac1u\right).$$

The first bracket is an oscillator of mass 2 and frequency $1/2$, with ground-state energy $3/4$. Since $\nabla_1-\nabla_2=2\nabla_u$, the relative part of (2), acting on s functions, is

$$\bar h=-\nabla_u^2+\frac{u^2}{16}+\frac1{u+2}-\frac2{u+2}\frac{d}{du}.$$

The functions $\varphi_n$ are the s eigenfunctions of $-\nabla_u^2+u^2/16$, with eigenvalues $n+\tfrac34$, and $\varphi_0\propto e^{-u^2/8}$. As $\varphi_0'=-\tfrac u4\varphi_0$,

$$\bar h\varphi_0=\left(\frac34+\frac1{u+2}+\frac{u}{2(u+2)}\right)\varphi_0=\frac54\varphi_0 .$$

The first column of the matrix $\langle\varphi_m|\bar h\varphi_n\rangle$ is therefore $(5/4,0,0,\dots)$. Its characteristic polynomial contains the factor $5/4-\lambda$ for every $N$, so the total energy $3/4+5/4=2$ is present from $N=1$ onwards. The first row is not empty beyond its first entry: the largest of the others is 0.413 hartree in magnitude for $N=20$. This is the matrix form of the result in (e).

For $H$ the basis has to build the kink in $J$. Each $\varphi_n$ is a polynomial in $u^2$ times a Gaussian and has zero slope at $u=0$, whereas $J\varphi_0$ has a finite slope. No finite sum of the $\varphi_n$ reproduces it. The total energies in hartree are:

| $N$ | ground, $H$ | ground, $\bar H$ | excited, $H$ | excited, $\bar H$ |
|---|---|---|---|---|
| 1 | 2.0642 | 2.0000 | – | – |
| 2 | 2.0090 | 2.0000 | 3.0254 | 2.9209 |
| 5 | 2.0016 | 2.0000 | 2.9446 | 2.9397 |
| 10 | 2.0005 | 2.0000 | 2.9413 | 2.9400 |
| 20 | 2.0002 | 2.0000 | 2.9405 | 2.9401 |

A radial grid solution of the untransformed equation gives 2.0000 and 2.9401 hartree for the two states. "Excited" refers to the second s level of the relative motion with the centre of mass in its ground state. Other states of the atom lie lower, for example the centre-of-mass excitation at $2+\omega=2.5$ hartree. The excited state is not exact at $N=2$, so its right eigenfunction is not a combination of $\varphi_0$ and $\varphi_1$: only for the ground state does $J$ absorb all of the correlation. For an s state of relative energy $\epsilon$, the power series of the radial equation gives the right eigenfunction as $e^{-u^2/8}\left[1+\tfrac16\left(\tfrac54-\epsilon\right)u^2-\tfrac1{36}\left(\tfrac54-\epsilon\right)u^3+\dots\right]$. The kink is removed for every s state, but the odd $u^3$ term, which no finite sum of the $\varphi_n$ contains, vanishes only at $\epsilon=5/4$. In the larger bases its transcorrelated energy is still closer to the grid value than the bare one. At $N=5$ the deviations are $-0.0004$ and $+0.0045$ hartree.

The negative sign has a meaning. For the Hermitian $H$, the second eigenvalue in a finite basis is an upper bound to the second exact s level. The transcorrelated values at $N=2$ and $N=5$ lie below that level, so eigenvalues of the truncated non-Hermitian matrix carry no such guarantee.

The numerical check checks (1) for $\tau=\ln(1+u/2)$, (2) and the eigenvalue equations at three configurations by finite differences in all six coordinates, starting from the definition of $\bar H$.

## Computed values

```
force constant k = 0.25 hartree/bohr^2
electron 1 at [1.0, 0.5, 0.0] bohr
electron 2 at [-0.5, 0.5, 2.0] bohr
distance u = 2.5000 bohr
H0 part of local value = 1.500000 hartree
1/(u+2) part = 0.222222 hartree
gradient part = 0.277778 hartree
transcorrelated local value = 2.000000 hartree
bare local value H Phi/Phi = 1.900000 hartree
largest eigenvalue residual, 3 points = 3.0e-20 hartree
u = 2.5000 bohr: adjoint on Phi 1.7012, k=1 Gaussian 3.7778 hartree
u = 0.2449 bohr: adjoint on Phi 8.7681, k=1 Gaussian 3.5546 hartree
u = 2.9017 bohr: adjoint on Phi 1.6060, k=1 Gaussian 3.7960 hartree
mean 1/u over Phi^2 = 0.564190 hartree
mean 1/(u+2) over Phi^2 = 0.247010 hartree
mean gradient part over Phi^2 = 0.252990 hartree
spread of bare local value = 0.426251 hartree
normalized overlap of Phi and J Phi = 0.975873 (no unit)
TC matrix, largest rest of first column = 4.8e-15 hartree
TC matrix, largest rest of first row = 0.4131 hartree
N =  1 functions: ground energy bare 2.064190, TC 2.000000 hartree
N =  2 functions: ground energy bare 2.008994, TC 2.000000 hartree
N =  5 functions: ground energy bare 2.001570, TC 2.000000 hartree
N = 10 functions: ground energy bare 2.000489, TC 2.000000 hartree
N = 20 functions: ground energy bare 2.000161, TC 2.000000 hartree
N =  2 functions: excited s energy bare 3.025353, TC 2.920913 hartree
N =  5 functions: excited s energy bare 2.944582, TC 2.939692 hartree
N = 10 functions: excited s energy bare 2.941314, TC 2.940049 hartree
N = 20 functions: excited s energy bare 2.940487, TC 2.940105 hartree
radial grid: ground energy = 2.00000 hartree
radial grid: excited s energy = 2.94011 hartree
exact ground energy = 2.000000 hartree = 54.4228 eV
```
